Damping of second sound by normal collisions in a Debye phonon gas, part 1

(Sections cited here and not found follow in the second part.)

## First half: from collisions to a damping rate

Q: Heat in a crystal spreads by diffusion. You speak of a temperature wave with a definite damping rate. What has to be true of the phonons for such a wave to exist at all?

A: Collisions that conserve crystal momentum must be frequent within one period of the wave, and collisions that destroy it must be rare. If two phonons merge into a third with no reciprocal lattice vector involved, both energy and crystal momentum are kept. Such collisions are called normal. They cannot stop a drift of the phonon gas, because the drift carries momentum that they have no means of removing. A hot region then pushes phonons outward, the drift persists by inertia, and the temperature oscillates. This is second sound carried by a drift, the only kind treated here. Collisions that destroy momentum, through impurities, boundaries or umklapp processes, are called resistive. I leave them out at first and put a weak dose of them back later.

Q: State the model, so that I know what I may object to.

A: There is one phonon branch, isotropic, with frequency ω = ck up to a Debye cutoff. Here k is the length of the wavevector and c is the phonon speed, the same at every frequency. The crystal is unbounded, the disturbance is a small plane wave along x, and μ is the cosine of the angle between a phonon's direction and x. The occupation f obeys

∂ₜf + cμ ∂ₓf = −(f − f_N)/τ.

The left side is free flight. The right side pulls f towards a target f_N in the normal time τ, which is taken to be independent of frequency. A single relaxation time is a model of the collisions, not a consequence of the lattice dynamics. On one straight isotropic branch, two phonons can merge into a third only if all three are collinear, and such collisions do not mix directions. The relaxation term stands in for the normal collisions of a real crystal, where several branches take part.

Q: What is the target? I would have taken the Planck distribution at the local temperature.

A: That choice would destroy momentum. The target must be a distribution which normal collisions leave alone. For a process in which phonons 1 and 2 merge into 3, the forward and reverse rates balance when

f₁f₂(1 + f₃) = (1 + f₁)(1 + f₂)f₃.

Divide by f₁f₂f₃ and take logarithms. With L = ln[(1 + f)/f], the condition reads L₁ + L₂ = L₃. It is met when L is a linear combination of the quantities the collision conserves, energy and crystal momentum. For a drift velocity u along x this gives the displaced Planck distribution

f_N = 1/{exp[(ħω − ħkμu)/(k_B T)] − 1}.

The temperature T and the drift u are not free. At each place and time they are fixed by requiring that the collision term remove no energy and no momentum.

Q: That leaves an unknown function of frequency, direction, place and time. You will need to average over frequency, and I doubt that the average closes.

A: It closes because ω = ck. Let y = ħω/(k_B T₀), with T₀ the undisturbed temperature, and write T = T₀(1 + θ). Since ħkμu = ħω μu/c, the exponent in f_N is

y(1 − μu/c)/(1 + θ) ≈ y − y(θ + μu/c),

where products of the small quantities θ and u have been dropped. With F(y) = 1/(eʸ − 1), expansion to first order gives

f_N − F = −y F′(y) (θ + μu/c).

The factor −yF′(y) is positive, since F falls with y. It multiplies both the temperature term and the drift term. Heating the gas and setting it in motion therefore change the occupation with the same frequency shape. On a branch that bends, k would not be proportional to ω, and the two shapes would differ.

Now multiply the deviation f − F by the phonon energy and integrate over the length of the wavevector:

g(μ) = ∫ [4πk²/(2π)³] ħck (f − F) dk, from 0 to the cutoff.

This is the energy disturbance carried in each direction. Write ⟨·⟩ for the average over directions, which for a function of μ alone is half its integral from −1 to 1. Define

g₀ = ⟨g⟩, g₁ = ⟨μg⟩.

Then g₀ is the disturbance of the energy density. The energy flux is cg₁, because each phonon moves with x-velocity cμ. The momentum density is g₁/c, because a phonon of energy ħω carries x-momentum ħωμ/c.

Q: And the target, after this integration?

A: It has the form g_N = A(θ + μu/c), where A is the frequency integral of the common shape. There is no need to evaluate A, because conservation fixes the two combinations. Since τ is constant, it comes out of the frequency integral, and the collision term must satisfy

⟨g − g_N⟩ = 0, ⟨μ(g − g_N)⟩ = 0.

The averages needed are ⟨μ⟩ = 0 and ⟨μ²⟩ = 1/3. The first condition gives Aθ = g₀. The second gives (Au/c)/3 = g₁, so Au/c = 3g₁. Hence

g_N = g₀ + 3μg₁.

The factor 3 undoes the average of μ². The transport equation becomes

∂ₜg + cμ ∂ₓg = −(g − g₀ − 3μg₁)/τ.

The cutoff and the temperature have disappeared from it. In this model they influence the wave only through the value assigned to τ.

Q: You still have a function of μ. Where does a wave come from?

A: From the two conservation laws. Average the transport equation over directions. The collision term vanishes, and

∂ₜg₀ + c ∂ₓg₁ = 0.

Multiply the transport equation by μ and average. The collision term vanishes again, and

∂ₜg₁ + c ∂ₓ⟨μ²g⟩ = 0.

No approximation beyond the linear model has entered these two equations. The quantity ⟨μ²g⟩ is the flux of x-momentum along x, in other words the pressure disturbance.

Q: Two equations and three unknowns.

A: The third relation comes from frequent collisions. Let q be the wavenumber and define

K = cqτ.

This is 2π times the ratio of the mean free path cτ to the wavelength. If K is small, a phonon collides many times while crossing one wavelength, and g stays close to its target. To lowest order put g = g_N. Since ⟨μ³⟩ = 0,

⟨μ²g_N⟩ = g₀⟨μ²⟩ + 3g₁⟨μ³⟩ = g₀/3.

The pressure is one third of the energy density. Differentiate the energy balance in time and insert the momentum balance:

∂ₜ²g₀ = −c ∂ₓ∂ₜg₁ = (c²/3) ∂ₓ²g₀.

This is a wave equation with speed

c₂ = c/√3.

The wave is slower than the phonons because their directions are spread over the sphere.

Q: And it is undamped. You have lost the effect you wanted.

A: At this order, yes. Damping requires that g lag behind its target. Rearranging the transport equation without approximation gives

g = g_N − τ(∂ₜ + cμ∂ₓ)g.

The second term is smaller than the first by a factor of order K, since both τ∂ₜ and cτ∂ₓ are of order K for this wave. Replacing g by g_N inside it makes an error of order K² in g:

g ≈ g_N − τ(∂ₜ + cμ∂ₓ)(g₀ + 3μg₁).

Q: I object to this step. g₀ and g₁ are defined as averages of g. Once you add a correction to g, its averages may change, and then your symbols no longer mean what they did.

A: The correction must leave both averages alone, and that can be verified. Written out, it is

−τ(∂ₜg₀ + 3μ∂ₜg₁ + cμ∂ₓg₀ + 3cμ²∂ₓg₁).

Its average is −τ(∂ₜg₀ + c∂ₓg₁), which is zero by the energy balance. Its average with weight μ is −τ(∂ₜg₁ + (c/3)∂ₓg₀), which is zero by the momentum balance at lowest order. What remains is of higher order in K.

Q: Then what does the correction change?

A: The pressure. Split off its isotropic part, which is an identity:

⟨μ²g⟩ = g₀/3 + ⟨(μ² − 1/3)g⟩.

The weight μ² − 1/3 averages to zero and is even in μ. It therefore gives nothing when multiplied by a constant or by μ. The target g_N drops out, and so do the first three terms of the correction. The last one survives:

⟨(μ² − 1/3)g⟩ = −3cτ ⟨(μ² − 1/3)μ²⟩ ∂ₓg₁.

With ⟨μ⁴⟩ = 1/5, the average is 1/5 − 1/9 = 4/45. Three times this is 4/15, so

⟨μ²g⟩ = g₀/3 − (4/15) cτ ∂ₓg₁.

The sign has a direct meaning. Where the drift increases along x, the gas is being stretched in that direction. Phonons arriving from either side then carry less momentum flux through the point than local equilibrium would give, and the pressure along x is lowered. This is viscosity.

Q: In an ordinary gas, sound is damped by heat conduction as well as by viscosity. Have you forgotten the conduction?

A: It is absent here. The energy flux is cg₁ and the momentum density is g₁/c, so the flux is c² times the momentum density. Normal collisions conserve the momentum density and hence cannot relax the energy flux. No separate dissipative heat flow is left. This depends on there being one phonon speed. With several branches the proportionality fails, and I return to that case below.

Q: Then put the viscous pressure into the momentum balance and show me the damping.

A: The balance becomes

∂ₜg₁ + (c/3)∂ₓg₀ = (4/15) c²τ ∂ₓ²g₁.

Let all fields vary as exp(iqx + λt/τ), with real q. The number λ is the growth rate in units of 1/τ, so damping means a negative real part. Multiplying both balances by τ gives

λg₀ + iKg₁ = 0,

λg₁ + (iK/3)g₀ = −(4/15)K²g₁.

From the first, g₀ = −iKg₁/λ. Insert this in the second, use (iK/3)(−iK/λ) = K²/(3λ), divide by g₁ and multiply by λ:

λ² + (4/15)K²λ + K²/3 = 0.

The solutions are

λ = −(2/15)K² ± iK√(1/3 − 4K²/225).

For small K the square root is real. The real part of λ is then −(2/15)K², and the amplitude falls as exp(−Γt) with

Γ = (2/15)K²/τ = (2/15) c²τq².

Q: The viscous coefficient was 4/15. Why does the wave lose amplitude at half that rate?

A: Viscosity acts on the drift and not on the temperature, and only half of the wave's strength lies in the drift. To make this quantitative, define

W = ½ ∫ (g₀² + 3g₁²) dx

over one wavelength. In dW/dt the terms without viscosity are −c(g₀∂ₓg₁ + g₁∂ₓg₀) = −c∂ₓ(g₀g₁), which integrates to zero over a period. The viscous term gives

dW/dt = (4/5)c²τ ∫ g₁∂ₓ²g₁ dx = −(4/5)c²τq² ∫ g₁² dx.

In a weakly damped travelling wave the two parts of W are equal, so W = 3∫g₁² dx. Hence dW/dt = −(4/15)c²τq² W = −2ΓW. A quadratic quantity decays at twice the rate of the amplitude, so the amplitude rate carries 2/15. W measures the strength of the wave. It is not the heat content, which is conserved.

Q: I have seen this kind of law stated with "sound speed" in place of c. Is that the same thing?

A: It is the same if the speed meant is that of the phonons. If it is the speed of second sound, the coefficient changes. With c² = 3c₂²,

Γ = (2/5) c₂²τq².

Putting c₂ into the formula with 2/15 would give a rate three times too small.

Q: Your square root also predicts a change of frequency with K. Do you stand by it?

A: No. To lowest order the frequency is cq/√3. The square root would lower it by the relative amount 2K²/75, but terms of the same size were dropped when g was replaced by g_N. The damping is safer. The next correction to the viscous stress is smaller by a factor λ, whose leading part is imaginary. It enters λ as an imaginary term of order K³ and leaves the real term of order K² alone. To show this properly, the calculation has to be carried further.

Q: And the formula says that more frequent collisions reduce the damping. That seems backwards, since collisions are what dissipate.

A: Normal collisions restore local equilibrium. The shorter τ is, the less g departs from its target at a given wavelength, and the weaker the viscous stress. At fixed c and q, Γ is therefore proportional to τ while K stays small. Collisions that destroy momentum behave differently, as will be seen.

## Second half: accuracy, neglected effects and numbers

The symbols carried over are these. Phonons have speed c and normal time τ. The wave has wavenumber q, K = cqτ, and fields vary as exp(iqx + λt/τ). The directional energy disturbance is g(μ), ⟨·⟩ is the average over directions, g₀ = ⟨g⟩ and g₁ = ⟨μg⟩. Collisions pull g towards g₀ + 3μg₁. For small K the wave has speed c₂ = c/√3 and amplitude decay rate Γ = (2/15)c²τq².

Q: You promised to carry the calculation further. How do you know that the discarded terms do not alter the 2/15?

A: Expand g in Legendre polynomials, g = Σ(2l + 1)g_l P_l(μ), with g_l = ⟨P_l g⟩. The identity (2l + 1)μP_l = (l + 1)P_{l+1} + lP_{l−1} turns the transport equation into a chain. For l ≥ 2, where collisions act,

(1 + λ)g_l + iK[(l + 1)g_{l+1} + l g_{l−1}]/(2l + 1) = 0.

For l = 0 and l = 1 the conservation laws replace 1 + λ by λ:

λg₀ + iKg₁ = 0,

λg₁ + iK(2g₂ + g₀)/3 = 0.

The equation for l = 3 gives g₃ = −(3iK/7)g₂/(1 + λ + …), where the dots are of order K² and come from g₄. Put this into the equation for l = 2. Since (3iK/5)(−3iK/7) = 9K²/35,

[1 + λ + (9/35)K²/(1 + λ + …)] g₂ = −(2iK/5)g₁.

Insert g₂ and g₀ = −iKg₁/λ into the equation for l = 1. With (2iK/3)(−2iK/5) = 4K²/15, the result is

λ + K²/(3λ) + (4/15)K²/[1 + λ + (9/35)K²/(1 + λ + …)] = 0.

Setting the square bracket to 1 returns the earlier quadratic equation.

This part has derived the leading damping law Γ = (2/15)c²τq² and reduced the fuller calculation to a single equation for λ. It remains to expand that equation to confirm the coefficient 2/15, and then to examine finite K, the neglected effects and a numerical example.
